**Spin stiffness and the exchange-only Stoner instability of the uniform electron gas**

The program tests the relation $\chi/\chi_P=\alpha_s/\alpha$, where $\alpha$ is the second derivative of the energy per electron with respect to the polarization $\zeta$ at $\zeta=0$, $\alpha_s$ is its noninteracting value, and $\chi_P$ is the Pauli susceptibility. Energies and Fermi levels are integrated numerically over filled momentum spheres and compared with the closed formulas. The program asserts that second differences of these energies reproduce the kinetic and exchange stiffnesses, and that the polarization in a small field gives the same enhancement, 2.971 at $r_s=4$. It also asserts the logarithmic growth of the Hartree-Fock band slope at the Fermi wavevector. Root searches on the integrated quantities agree with the formulas for three densities: the polarized state becomes locally stable at $r_s=3.798$, becomes lower in energy at 5.450, and the unpolarized state becomes unstable at 6.029. A scan of the closed energy formula over $r_s$ from 1 to 12 finds the lowest energy always at $\zeta=0$ or $\zeta=1$, switching at the crossing density. With Perdew-Wang local-spin-density correlation the stiffness remains positive at the three densities examined, and $\chi/\chi_P$ is 1.867 at the exchange-only instability.

## Numerical check

```python
"""Spin stiffness, Pauli enhancement and exchange-only Stoner instability.

Result under test, for the uniform electron gas in hartree atomic units:
  chi / chi_Pauli = alpha_s / alpha,   alpha = d^2 e / d zeta^2 at zeta = 0,
  exchange-only alpha = kF^2/3 - kF/(3 pi), zero at rs = pi (9 pi/4)^(1/3).
Symbols: e = energy per electron, zeta = (n_up - n_dn)/n, kF = Fermi
wavevector of the unpolarized gas, rs = radius of the sphere holding one
electron, b = Bohr magneton times magnetic field (an energy).
Energies and Fermi levels are integrated numerically over filled spheres
in momentum space and compared with the closed formulas.
"""
from functools import lru_cache
from math import log

import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn
from pyscf.dft import libxc

pi = np.pi
RS_KF = (9 * pi / 4) ** (1 / 3)          # product rs * kF


def density(rs):
    return 3 / (4 * pi * rs**3)


def spin_wavevectors(rs, zeta):
    n = density(rs)
    return [(6 * pi**2 * n * (1 + s * zeta) / 2) ** (1 / 3) for s in (1, -1)]


# ---------- numerical side: integrals over filled Fermi spheres ----------
def exchange_self_energy(k, k_sphere):
    """-integral d^3p/(2 pi)^3 4 pi/|k-p|^2 over the sphere; t = |k-p|."""
    opts = dict(epsabs=1e-12, epsrel=1e-10, limit=200)
    total = quad(lambda t: (k - t) * log((2 * k - t) / t),
                 max(0.0, k - k_sphere), k, **opts)[0]
    if k_sphere > k:
        total += quad(lambda t: (k + t) * log((2 * k + t) / t),
                      0.0, k_sphere - k, **opts)[0]
    return -total / (pi * k)


@lru_cache(maxsize=None)
def sphere_energy_density(k_sphere):
    """Kinetic and exchange energy per volume of one filled spin sphere."""
    if k_sphere == 0:
        return np.zeros(2)
    kinetic = quad(lambda k: k**4 / (4 * pi**2), 0, k_sphere)[0]
    exchange = quad(lambda k: k**2 * exchange_self_energy(k, k_sphere),
                    0, k_sphere, epsabs=1e-12, epsrel=1e-9,
                    limit=200)[0] / (4 * pi**2)
    return np.array([kinetic, exchange])


def numerical_energy(rs, zeta):
    """Array (kinetic, exchange) per electron."""
    parts = [sphere_energy_density(k) for k in spin_wavevectors(rs, zeta)]
    return (parts[0] + parts[1]) / density(rs)


def fermi_level(k_sphere, with_exchange=True):
    level = k_sphere**2 / 2
    if with_exchange:
        level += exchange_self_energy(k_sphere, k_sphere)
    return level


def half_level_difference(rs, zeta, with_exchange=True):
    k_up, k_dn = spin_wavevectors(rs, zeta)
    return (fermi_level(k_up, with_exchange)
            - fermi_level(k_dn, with_exchange)) / 2


def polarization_in_field(rs, b, with_exchange):
    return brentq(lambda z: half_level_difference(rs, z, with_exchange) - b,
                  0.0, 0.5, xtol=1e-12)


# ---------- closed formulas ----------
def formula_energy(rs, zeta):
    kf = RS_KF / rs
    kinetic = 3 * kf**2 / 20 * ((1 + zeta)**(5/3) + (1 - zeta)**(5/3))
    exchange = -3 * kf / (8*pi) * ((1 + zeta)**(4/3) + (1 - zeta)**(4/3))
    return np.array([kinetic, exchange])


rs_stoner = pi * RS_KF
rs_crossing = 2 * pi / 5 * (1 + 2 ** (1 / 3)) * RS_KF
rs_polarized_stable = rs_stoner / 2 ** (2 / 3)

# Real-space exchange integral over a finite range, against its
# antiderivative; the bracket tends to 1 as the range grows.
bessel_rows = []
for X in (2.0, 10.0, 200.0):
    integral = quad(lambda x: spherical_jn(1, x)**2 / x, 0, X,
                    epsabs=1e-12, epsrel=1e-11, limit=1000)[0]
    closed = (1 - spherical_jn(0, X)**2 - spherical_jn(1, X)**2) / 4
    assert abs(integral - closed) < 1e-9
    bessel_rows.append((X, integral, closed))

# Polarized energies, including strong polarization.
rs = 4.0
kf = RS_KF / rs
for zeta in (0.0, 0.6, 1.0):
    assert np.allclose(numerical_energy(rs, zeta), formula_energy(rs, zeta),
                       rtol=1e-7, atol=0)

# Stiffness from second differences of the integrated energies.
h = 0.03
stiff_num = 2 * (numerical_energy(rs, h) - numerical_energy(rs, 0.0)) / h**2
alpha_s, alpha_x = kf**2 / 3, -kf / (3 * pi)
alpha = alpha_s + alpha_x
# The finite step leaves relative errors of order 0.1 h^2.
assert np.allclose(stiff_num, [alpha_s, alpha_x], rtol=2e-4, atol=0)
assert abs(stiff_num.sum() / alpha - 1) < 3e-4

# Susceptibility from its definition: polarization in a small field.
b = 1e-4
zeta_free = polarization_in_field(rs, b, False)
zeta_exchange = polarization_in_field(rs, b, True)
enhancement_num = zeta_exchange / zeta_free
enhancement = alpha_s / alpha
assert abs(enhancement_num / enhancement - 1) < 1e-4
assert abs(zeta_exchange * alpha / b - 1) < 1e-4

# Stoner product from a numerically differentiated free state count.
dk = 1e-4
states = [(kf + s * dk)**3 / (6 * pi**2) / density(rs) for s in (1, -1)]
levels = [(kf + s * dk)**2 / 2 for s in (1, -1)]
dos = (states[0] - states[1]) / (levels[0] - levels[1])
stoner_I = -2 * alpha_x
assert abs(dos / (3 / (2 * kf**2)) - 1) < 1e-6
assert abs(1 / (1 - stoner_I * dos) / enhancement_num - 1) < 1e-4

# Hartree-Fock band slope at kF grows by ln(10)/pi per tenfold finer step.
slopes = []
for d in (1e-2, 1e-3, 1e-4):
    upper = exchange_self_energy(kf * (1 + d), kf)
    lower = exchange_self_energy(kf * (1 - d), kf)
    slopes.append(kf + (upper - lower) / (2 * d * kf))
assert np.allclose(np.diff(slopes), np.log(10) / pi, rtol=2e-3)

# Three characteristic densities, located with integrated quantities.
rs_stoner_num = brentq(lambda r: half_level_difference(r, 1e-3) / 1e-3,
                       5.0, 7.0, xtol=1e-9)
assert abs(rs_stoner_num - rs_stoner) < 1e-5
rs_crossing_num = brentq(
    lambda r: (numerical_energy(r, 1.0) - numerical_energy(r, 0.0)).sum(),
    5.0, 6.0, xtol=1e-7)
assert abs(rs_crossing_num - rs_crossing) < 1e-5
# An electron moved to the empty spin band at k = 0 has zero energy there.
rs_polarized_num = brentq(
    lambda r: fermi_level(spin_wavevectors(r, 1.0)[0]), 3.0, 5.0, xtol=1e-9)
assert abs(rs_polarized_num - rs_polarized_stable) < 1e-6

# No partially polarized minimum; barrier position at the crossing.
zeta_grid = np.linspace(0, 1, 2001)
for r in np.linspace(1, 12, 221):
    best = np.argmin(formula_energy(r, zeta_grid).sum(axis=0))
    assert best == (0 if r < rs_crossing else len(zeta_grid) - 1)
barrier = minimize_scalar(lambda z: -formula_energy(rs_crossing, z).sum(),
                          bounds=(0.01, 0.99), method="bounded",
                          options={"xatol": 1e-9})
root_sum = 2 * rs_crossing / rs_stoner
root_product = (root_sum**3 - 2) / (3 * root_sum)
zeta_barrier = np.sqrt(1 - root_product**3)
assert abs(barrier.x - zeta_barrier) < 1e-5
barrier_height = -barrier.fun - formula_energy(rs_crossing, 0.0).sum()
assert barrier_height > 0


# ---------- correlation: Perdew-Wang 1992 parametrization ----------
def libxc_stiffness(code, r, step=1e-3):
    n = density(r)
    z = np.array([-step, 0.0, step])
    spin_density = np.array([n * (1 + z) / 2, n * (1 - z) / 2])
    energy, potential = libxc.eval_xc(code, spin_density, spin=1, deriv=1)[:2]
    from_energy = (energy[0] - 2 * energy[1] + energy[2]) / step**2
    v = potential[0]
    from_potential = (v[2, 0] - v[2, 1]) / (2 * step)
    assert abs(from_energy / from_potential - 1) < 1e-4
    return from_energy


assert abs(libxc_stiffness("LDA_X,", rs) / alpha_x - 1) < 1e-4
correlated = []
for r in (2.0, 4.0, rs_stoner):
    k = RS_KF / r
    alpha_c = libxc_stiffness(",LDA_C_PW_MOD", r)
    inverse_x = 1 - r / rs_stoner
    inverse_xc = inverse_x + 3 * alpha_c / k**2
    assert alpha_c > 0 and inverse_xc > 0
    correlated.append((r, alpha_c, inverse_x, inverse_xc))

# SI susceptibility of the free gas, dimensionless volume susceptibility.
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
mu_b = const.physical_constants["Bohr magneton"][0]
chi_pauli = const.mu_0 * mu_b**2 * kf / pi**2 / (a0**3 * hartree)
field = b * hartree / mu_b
chi_from_field = const.mu_0 * mu_b * density(rs) / a0**3 * zeta_free / field
assert abs(chi_from_field / chi_pauli - 1) < 1e-4

print("Model gas, rs =", rs, "bohr")
print(f"density n = {density(rs):.6f} bohr^-3")
print(f"Fermi wavevector kF = {kf:.6f} bohr^-1")
print(f"kinetic stiffness alpha_s = {alpha_s:.6f} hartree")
print(f"exchange stiffness alpha_x = {alpha_x:.6f} hartree")
print(f"exchange-only stiffness alpha = {alpha:.6f} hartree")
print(f"alpha from integrated energies = {stiff_num.sum():.6f} hartree")
print(f"free DOS per spin and electron N = {dos:.5f} hartree^-1")
print(f"Stoner parameter I = {stoner_I:.6f} hartree")
print(f"Stoner product I N = {stoner_I * dos:.5f}")
print(f"enhancement chi/chi_P, formula = {enhancement:.5f}")
print(f"field energy b = {b:.1e} hartree")
print(f"polarization in field, free = {zeta_free:.6f}")
print(f"polarization in field, exchange = {zeta_exchange:.6f}")
print(f"enhancement from field = {enhancement_num:.5f}")
print(f"chi_P (SI, dimensionless) = {chi_pauli:.4e}")
print(f"chi exchange-only (SI) = {chi_pauli * enhancement:.4e}")
for X, integral, closed in bessel_rows:
    print(f"Bessel integral to x = {X:.0f}: {integral:.8f}, "
          f"identity {closed:.8f}")
for d, slope in zip((1e-2, 1e-3, 1e-4), slopes):
    print(f"HF band slope, relative step {d:.0e}: {slope:.4f} a.u.")
print(f"slope gain per decade ln(10)/pi = {np.log(10) / pi:.4f} a.u.")
print("Exchange-only characteristic rs (formula, integrated), bohr")
print(f"polarized state locally stable beyond: "
      f"{rs_polarized_stable:.5f}, {rs_polarized_num:.5f}")
print(f"polarized state lower beyond: "
      f"{rs_crossing:.5f}, {rs_crossing_num:.5f}")
print(f"paramagnet unstable beyond: {rs_stoner:.5f}, {rs_stoner_num:.5f}")
print(f"kF at the Stoner point = {RS_KF / rs_stoner:.6f} bohr^-1")
print(f"barrier position zeta at crossing = {zeta_barrier:.4f}")
print(f"barrier height at crossing = {barrier_height:.4e} hartree/electron")
print("With Perdew-Wang 1992 correlation")
for r, alpha_c, inverse_x, inverse_xc in correlated:
    print(f"rs = {r:.4f} bohr: alpha_c = {alpha_c:.6f} hartree")
    print(f"  chi_P/chi: exchange {abs(inverse_x):.4f}, "
          f"with correlation {inverse_xc:.4f}")
    print(f"  chi/chi_P with correlation = {1 / inverse_xc:.4f}")
print("checks complete")
```

Running it gives:

```
Model gas, rs = 4.0 bohr
density n = 0.003730 bohr^-3
Fermi wavevector kF = 0.479790 bohr^-1
kinetic stiffness alpha_s = 0.076733 hartree
exchange stiffness alpha_x = -0.050907 hartree
exchange-only stiffness alpha = 0.025825 hartree
alpha from integrated energies = 0.025824 hartree
free DOS per spin and electron N = 6.51613 hartree^-1
Stoner parameter I = 0.101815 hartree
Stoner product I N = 0.66344
enhancement chi/chi_P, formula = 2.97121
field energy b = 1.0e-04 hartree
polarization in field, free = 0.001303
polarization in field, exchange = 0.003872
enhancement from field = 2.97121
chi_P (SI, dimensionless) = 8.1326e-06
chi exchange-only (SI) = 2.4164e-05
Bessel integral to x = 2: 0.15093083, identity 0.15093083
Bessel integral to x = 10: 0.24772084, identity 0.24772084
Bessel integral to x = 200: 0.24999372, identity 0.24999372
HF band slope, relative step 1e-02: 2.1664 a.u.
HF band slope, relative step 1e-03: 2.8992 a.u.
HF band slope, relative step 1e-04: 3.6322 a.u.
slope gain per decade ln(10)/pi = 0.7329 a.u.
Exchange-only characteristic rs (formula, integrated), bohr
polarized state locally stable beyond: 3.79817, 3.79817
polarized state lower beyond: 5.45022, 5.45022
paramagnet unstable beyond: 6.02921, 6.02921
kF at the Stoner point = 0.318310 bohr^-1
barrier position zeta at crossing = 0.7909
barrier height at crossing = 7.2820e-04 hartree/electron
With Perdew-Wang 1992 correlation
rs = 2.0000 bohr: alpha_c = 0.031080 hartree
  chi_P/chi: exchange 0.6683, with correlation 0.7695
  chi/chi_P with correlation = 1.2995
rs = 4.0000 bohr: alpha_c = 0.022628 hartree
  chi_P/chi: exchange 0.3366, with correlation 0.6315
  chi/chi_P with correlation = 1.5837
rs = 6.0292 bohr: alpha_c = 0.018086 hartree
  chi_P/chi: exchange 0.0000, with correlation 0.5355
  chi/chi_P with correlation = 1.8674
checks complete
```
